# Hofstadter band edges from two matrices and the total bandwidth law

## Problem and hints

An electron hops on a square lattice with amplitude $t$, with flux $p/q$ flux quanta through each plaquette; $p$ and $q$ are coprime and $q\ge 3$. Energies are in units of $t$. In the Landau gauge the amplitudes obey

$$\psi_{n+1}+\psi_{n-1}+2\cos\!\left(k+\frac{2\pi pn}{q}\right)\psi_n=E\psi_n,\qquad \psi_{n+q}=e^{i\theta}\psi_n ,$$

so each pair $(\theta,k)$ gives a Hermitian $q\times q$ matrix $H(\theta,k)$. Let $W$ be the total length of the set of energies reached when $\theta$ and $k$ take all values.

**Question 1.** How does $\det(E-H)$ depend on $\theta$ and $k$?
*Hint.* Which permutations in the determinant carry $\theta$? What does the shift $k\to k+2\pi p/q$ do to the list of site energies?

**Question 2.** Show that two real matrices give all band edges. Find the edges and $W$ for flux $1/3$ and $1/4$.
*Hint.* A Hermitian matrix has $q$ real eigenvalues for every $(\theta,k)$. What would a double root inside a band imply?

**Question 3.** For $p=1$, find the limit of $qW$ as $q\to\infty$ at leading semiclassical order.
*Hint.* Treat $2\pi/q$ as Planck's constant. At which energy do classical orbits of neighbouring cells meet? Find the fraction of energy covered by bands there, then integrate it.

## Solution 1: Chambers' relation

Expand $\det(E-H)$ in permutations. A term that uses the bond closing the ring in both directions contains $e^{i\theta}e^{-i\theta}=1$. The phase survives only if the permutation runs once around the ring. Such a $q$-cycle has sign $(-1)^{q-1}$ and $q$ factors $-1$ from the hops, so it gives $(-1)^{2q-1}e^{\pm i\theta}=-e^{\pm i\theta}$. The two directions add up to $-2\cos\theta$, and they contain no site energy, hence no $k$.

The remaining terms form a trigonometric polynomial in $k$ of degree at most $q$. The shift $k\to k+2\pi p/q$ moves the site energies one step along the ring and leaves this part unchanged. Since $p$ and $q$ are coprime, repeated shifts generate $k\to k+2\pi/q$, so only the harmonics $0$ and $\pm q$ survive. Harmonic $q$ needs all $q$ diagonal entries:

$$\prod_{n=0}^{q-1}\left(-e^{i(k+2\pi pn/q)}\right)=(-1)^q e^{iqk}e^{i\pi p(q-1)}=(-1)^{q+p(q-1)}e^{iqk}.$$

For odd $q$ the exponent $q+p(q-1)$ is odd. For even $q$, $p$ is odd and the exponent is again odd. The coefficient is therefore $-1$, and

$$\boxed{\det(E-H)=P(E)-2\cos\theta-2\cos qk}\tag{1}$$

with $P$ independent of $\theta$ and $k$.

## Solution 2: the edges

The eigenvalues solve $P(E)=c$ with $c=2\cos\theta+2\cos qk$, which covers $[-4,4]$. For each such $c$ all $q$ roots are real.

Suppose a root $E_0$ had multiplicity $m\ge2$ at some $|c|<4$. Nearby, $P(E)-c\simeq A(E-E_0)^m$. A small shift of $c$, of suitable sign, leaves no real root near $E_0$ for even $m$ and one for odd $m$. Real roots would be lost at an allowed value of $c$, a contradiction. So $P'(E_j)\neq0$ inside each band, and $dE_j/dc=1/P'(E_j)$ keeps its sign. The $j$-th root moves monotonically between its values at $c=4$ and $c=-4$. These are the sorted eigenvalues of

$$H(0,0)\ \ (c=4),\qquad H(\pi,\pi/q)\ \ (c=-4),$$

both real. Two bands can share an energy only at a multiple root, hence only at an edge. With $E_j^{\pm}$ the eigenvalues at $c=\pm4$,

$$W=\sum_{j=1}^q|E_j^+-E_j^-| .\tag{2}$$

**Flux 1/3.** Put $d_n=2\cos(k+2\pi n/3)$. With $E=2\cos x$ one has $2\cos3x=E^3-3E$, so $\prod_n(E-d_n)=E^3-3E-2\cos3k$. Each bond leaves one site over and contributes $-(E-d_n)$. Since $\sum_n d_n=0$, the three add up to $-3E$. Thus $P=E^3-6E$, and

$$E^3-6E-4=(E+2)(E^2-2E-2)=0\ \Rightarrow\ E=-2,\ 1\pm\sqrt3 .$$

The roots for $c=-4$ have the opposite signs. The bands are $[-2.732,-2]$, $[-0.732,0.732]$ and $[2,2.732]$. Their widths are $\sqrt3-1$, $2(\sqrt3-1)$ and $\sqrt3-1$, so $W=4(\sqrt3-1)=2.928$ and $qW=8.785$.

**Flux 1/4.** The site energies are $d_0=2\cos k$, $d_1=-2\sin k$, $d_2=-d_0$, $d_3=-d_1$. Their product term is

$$(E^2-4\cos^2k)(E^2-4\sin^2k)=E^4-4E^2+2-2\cos4k .$$

The single bonds give $-(2E-d_0-d_2)(2E-d_1-d_3)=-4E^2$, and the two pairs of disjoint bonds give $+2$. Hence $P=E^4-8E^2+4$. Setting $P=4$ gives $E=0$ (twice) and $\pm2\sqrt2=\pm2.828$. Setting $P=-4$ gives $E^2=4\pm2\sqrt2$, so $E=\pm2.613,\pm1.082$. The two inner bands touch at $E=0$. The sum is $W=2.595$, and $qW=10.382$.

## Solution 3: the limit for flux $1/q$

**Phase space.** Let $x=k+2\pi n/q$. A hop shifts $x$ by $h=2\pi/q$, so it is $e^{\pm iy}$ with $y=-ih\,d/dx$ and $[x,y]=ih$. Thus

$$H=2\cos x+2\cos y,\qquad h=\frac{2\pi}{q}.$$

Classical orbits are the level lines of $H$. They close around maxima for $E>0$ and around minima for $E<0$. Narrow bands come from weak tunnelling between closed orbits; at $E=0$ the orbits meet at the saddles $(0,\pi)$ and $(\pi,0)$.

**One saddle.** Near $(0,\pi)$, with $v=y-\pi$, $H\simeq v^2-x^2$. Define $Q=(x+v)/\sqrt2$ and $\Pi=(v-x)/\sqrt2$, for which $[Q,\Pi]=ih$. Then $H=Q\Pi+\Pi Q=-ih(2Q\,d/dQ+1)$, with eigenfunctions on either half-line

$$|Q|^{-1/2+i\varepsilon},\qquad \varepsilon=\frac{E}{2h}=\frac{qE}{4\pi}.$$

Since $\dot Q=2Q$ and $\dot\Pi=-2\Pi$, waves leave along the $Q$ axis and arrive along the $\Pi$ axis. The arriving amplitudes that belong to a wave leaving on $Q>0$ follow from its Fourier transform. In scaled variables, for $\Pi$ of either sign,

$$\frac1{\sqrt{2\pi}}\int_0^\infty s^{-1/2+i\varepsilon}e^{\mp is}\,ds=\frac{\Gamma(\tfrac12+i\varepsilon)}{\sqrt{2\pi}}\,e^{\mp i\pi/4}e^{\pm\pi\varepsilon/2}.$$

With $|\Gamma(\frac12+i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$, the squared moduli are

$$a^2=\frac1{1+e^{-2\pi\varepsilon}},\qquad b^2=\frac1{1+e^{2\pi\varepsilon}},\qquad a^2+b^2=1 .$$

The lower amplitude carries an extra factor $i$. Inverting this unitary relation gives outgoing from incoming amplitudes: $a$ and $-ib$, times a common phase $-\arg\Gamma(\tfrac12+i\varepsilon)$ plus a constant. For $E>0$ the amplitude $a$ is the larger one; it turns left, around a maximum. The rotation $(x,y)\to(y,-x)$ carries one saddle into the other, so both scatter alike.

**The network.** Translations by $2\pi$ in $x$ and in $y$ commute, because $(2\pi)^2/h=2\pi q$. They have Bloch phases $\theta_1,\theta_2$, equal to $\theta$ and $qk$ up to offsets and order. A cell contains two saddles and four directed links, $d_1,\dots,d_4$, along $(1,1)$, $(-1,1)$, $(-1,-1)$, $(1,-1)$. A left turn takes $d_i$ to $d_{i+1}$, a right turn to $d_{i-1}$. Let $U$ be the matrix of one step and $4\Phi$ the phase of four steps. Then $\det(1-U)$ is a sum over sets of disjoint cycles, with a factor $-1$ per cycle:

- the four two-step cycles give $+2iab\,e^{2i\Phi}(\cos\theta_1+\cos\theta_2)$;
- the two disjoint pairs of them give $2(-iab)^2e^{4i\Phi}=-2a^2b^2e^{4i\Phi}$;
- the two four-step cycles give $-(a^4+b^4)e^{4i\Phi}$.

The last two lines add up to $-(a^2+b^2)^2e^{4i\Phi}=-e^{4i\Phi}$. Setting the determinant to zero and dividing by $e^{2i\Phi}$,

$$-2i\sin2\Phi+2iab(\cos\theta_1+\cos\theta_2)=0 .$$

Write $\varphi=2\Phi-\pi/2$ and $u=\pi\varepsilon=qE/4$. Since $ab=1/(2\cosh u)$,

$$4\cosh u\,\cos\varphi=2\cos\theta_1+2\cos\theta_2 .$$

Comparison with (1) gives, near $E=0$ and up to a sign that does not affect $W$,

$$P(E)\simeq4\cosh u\,\cos\varphi(u).\tag{3}$$

**How fast the phase runs.** Away from the saddle energy, $\varphi$ advances by $\pi$ per band, and there are $q\rho(E)\,dE$ bands in $dE$, where

$$\rho(E)=\frac1{4\pi^2}\iint\delta(E-H)\,dx\,dy=\frac1{\pi^2}\int_0^{x_0}\frac{dx}{\sqrt{(4\cos^2\frac x2-E)(4\sin^2\frac x2+E)}},$$

with $x_0$ the zero of the first factor, for $E>0$. Split at $x=\pi/2$. On the left put $w=2\sin(x/2)$. For small $E$ the integral is

$$\int_0^{\sqrt2}\frac{2\,dw}{(4-w^2)\sqrt{w^2+E}}\simeq\frac12\ln\frac{2\sqrt2}{\sqrt E}+\int_0^{\sqrt2}\frac{w\,dw}{2(4-w^2)}=\frac14\ln\frac8E+\frac14\ln2=\frac14\ln\frac{16}E .$$

On the right, $w=2\cos(x/2)$ gives the same form with $\sqrt{w^2-E}$ and lower limit $\sqrt E$, and the same leading value. Hence $\rho\simeq(1/2\pi^2)\ln(16/|E|)$. At $E=0.01$ the full integral and this form agree at $0.373762$ per site.

With $E=4u/q$, $d\varphi/du=4\pi\rho=(2/\pi)\ln(4q/|u|)$, so for $1\ll|u|\ll q$

$$\varphi-\varphi_0\simeq\frac{2u}\pi\left(\ln\frac{4q}{|u|}+1\right).$$

Near $u=0$, $\varphi$ is a linear link phase plus two saddle phases, $\varphi_0+\beta u-2\arg\Gamma(\frac12+iu/\pi)$. Stirling's formula, $\arg\Gamma(\frac12+i\varepsilon)\simeq\varepsilon\ln|\varepsilon|-\varepsilon$, matches the two forms if $\beta=(2/\pi)\ln(4q/\pi)$. Therefore $\varphi=\varphi_0+\tilde\varphi$ with

$$\tilde\varphi(u)=\frac{2u}\pi\ln\frac{4q}\pi-2\arg\Gamma\!\left(\frac12+\frac{iu}\pi\right).\tag{4}$$

Using the digamma value $\psi(\frac12)=-\gamma-2\ln2$, its slope at $u=0$ is

$$L=\frac2\pi\left[\ln\frac{4q}\pi-\psi(\tfrac12)\right]=\frac2\pi\left[\ln\frac{16q}\pi+\gamma\right].\tag{5}$$

At $q=101$ the determinant gives $L=4.3416$ and (5) gives $4.3419$.

**Averaging.** Bands require $|P|\le4$, that is $|\cos\varphi|\le\operatorname{sech}u$. As $q\to\infty$, $L$ grows like $\ln q$, so $\varphi$ makes many turns while $u$ changes little. The locally covered fraction is then $(2/\pi)\arcsin(\operatorname{sech}u)$. With $dE=(4/q)\,du$ and both signs of $u$,

$$qW\to4\cdot2\cdot\frac2\pi\int_0^\infty\arcsin(\operatorname{sech}u)\,du .$$

For $z=e^{-u}$, $\sin(2\arctan z)=2z/(1+z^2)=\operatorname{sech}u$, so the integrand is $2\arctan e^{-u}$. Then

$$\int_0^\infty2\arctan e^{-u}\,du=2\int_0^1\frac{\arctan z}z\,dz=2\sum_{n=0}^\infty\frac{(-1)^n}{(2n+1)^2}=2G,$$

where $G=0.915966$ is Catalan's constant. The result, in units of $t$, is Thouless's law:

$$\boxed{qW\to\frac{32G}\pi=9.330}\tag{6}$$

**Reading the result.** The integrand decays as $2e^{-u}$, so the measure sits within a few times $4/q$ of $E=0$. Beyond $|u|=4$ the integral keeps about $2e^{-4}/(2G)\simeq2\%$ of its value. At $q=400$, bands centred at $|E|<0.04$, which is $|u|<4$, hold $98.6\%$ of $W$.

The matrices give, for even and odd $q$:

| $q$ | $qW$ | $q$ | $qW$ |
|---|---|---|---|
| 10 | 9.919 | 11 | 9.058 |
| 100 | 9.566 | 101 | 9.212 |
| 1000 | 9.459 | 1001 | 9.266 |

The values close in on the limit slowly, from above for even $q$ and from below for odd $q$. At $q=1000$ the excess is still $1.4\%$ of the limit.

The derivation is leading-order semiclassics, not a rigorous proof, and it concerns the union over all $\theta$ and $k$. Holding $k$ fixed defines a different set, to which (6) does not apply.

## Variation 1: why is the approach slow, and why does parity matter?

*Find the leading correction to (6).*

First fix $\varphi_0$. Changing $H$ into $-H$ amounts to $k\to k+\pi$, $\theta\to\theta+q\pi$, so (1) gives $P(-E)=(-1)^qP(E)$. For odd $q$, $P(0)=0$ and $\varphi_0=\pi/2$ modulo $\pi$. For even $q$, $P$ has zero slope at $E=0$, so $\varphi_0=0$ modulo $\pi$.

Let $\operatorname{gd}u=\arcsin(\tanh u)$. For $u>0$ the gap edges solve $\tilde\varphi\mp\operatorname{gd}u=X$, with $X=n\pi$ ($n\ge1$) for even $q$ and $X=(n+\frac12)\pi$ ($n\ge0$) for odd $q$. Call the gap width $g(X)$. Near $X=0$ the two edges are $X/(L-1)$ and $X/(L+1)$, hence

$$g'(0)=\frac1{L-1}-\frac1{L+1}=\frac2{L^2-1}.$$

Let $\nu$ be the inverse function of $\tilde\varphi$, and let $T(X)=\nu(X+\frac\pi2)-\nu(X-\frac\pi2)$. These intervals tile the $u$ axis, and $f=T-g$ decays at large $X$. The band length on $u>0$ is

- even $q$: $\nu(\frac\pi2)+\sum_{n\ge1}f(n\pi)=\frac12f(0)+\sum_{n\ge1}f(n\pi)$, a trapezoidal sum;
- odd $q$: $\sum_{n\ge0}f((n+\frac12)\pi)$, a midpoint sum.

Since $\tilde\varphi$ is odd, $T$ is even and $f'(0)=-g'(0)$. The Euler–Maclaurin formula gives $\frac1\pi\int_0^\infty f\,dX$ plus $\frac\pi{12}g'(0)$ for even $q$, or minus $\frac\pi{24}g'(0)$ for odd $q$. The integral is an area in the $(u,X)$ plane with $X>0$, made of the strip between $X=\tilde\varphi-\frac\pi2$ and $X=\tilde\varphi-\operatorname{gd}u$ and the strip between $X=\tilde\varphi+\operatorname{gd}u$ and $X=\tilde\varphi+\frac\pi2$. At $u>0$ each strip has height $\frac\pi2-\operatorname{gd}u$. The first loses its part below $X=0$, of area $\int_0^{\nu(\pi/2)}(\frac\pi2-\tilde\varphi)\,du$. The second gains the part $0<X<\tilde\varphi+\frac\pi2$ at $u<0$, which has the same area because $\tilde\varphi$ is odd. Computed along $u$ instead of $X$, it is $\int_0^\infty(\pi-2\operatorname{gd}u)\,du=4G$, because $\frac\pi2-\operatorname{gd}u=\arcsin(\operatorname{sech}u)$. Multiplying by $2$ for both signs of $u$ and by $4$ from $qE=4u$,

$$qW\simeq\frac{32G}\pi+\begin{cases}\dfrac{4\pi}3\dfrac1{L^2-1}&q\text{ even}\\[2mm]-\dfrac{2\pi}3\dfrac1{L^2-1}&q\text{ odd.}\end{cases}\tag{7}$$

The correction falls only as $1/(\ln q)^2$. For $q=100$, $L=4.3355$ and $L^2-1=17.80$, so the correction is $4.189/17.80=0.235$. Equation (7) gives $9.5653$; the matrices give $9.5661$.

The two corrections stand nearly in the ratio $2:-1$ at neighbouring $q$, so the mean $[(qW)_q+2(qW)_{q+1}]/3$ with $q$ even removes most of them. For $q=100$ and $101$ it is $(9.56605+2\times9.21212)/3=9.3301$, against the limit $9.3299$.

## Variation 2: numerators other than one

*Does (6) hold for $p/q$ near an irrational flux?*

One case follows at once: reversing the order of the sites changes $p$ to $-p$, equivalent to $q-p$, so flux $(q-1)/q$ has the same $W$ as $1/q$. For general $p$ the map to $h=2\pi/q$ is lost, since a hop now shifts $x$ by $2\pi p/q$, which need not be small. Equations (1) and (2) still hold, however, and ratios of Fibonacci numbers give

| flux | $qW$ |
|---|---|
| 34/89 | 9.3290 |
| 55/144 | 9.3330 |
| 89/233 | 9.3290 |
| 233/610 | 9.3302 |

All four lie within $0.04\%$ of $32G/\pi$, much closer than flux $1/q$ at similar $q$. This supports the same limit along this sequence; here it remains a conjecture. The program also checks (1), the band edges, the saddle probability and (3), and prints their errors. It asserts the network determinant without printing the error, using the amplitude $+ib$ in place of $-ib$, which reverses the sign of the cosine term and leaves $W$ unchanged.

## Computed values

```
Catalan's constant G = 0.915966
limit 32 G/pi = 9.32995 t
integral of arcsin(sech u), u from 0 to infinity = 1.831931
flux 1/3: coefficients of P, highest power first: 1.0000 0.0000 -6.0000 0.0000
  band 1: -2.73205 to -2.00000 t, width 0.73205 t
  band 2: -0.73205 to 0.73205 t, width 1.46410 t
  band 3: 2.00000 to 2.73205 t, width 0.73205 t
  total bandwidth W = 2.92820 t
flux 1/4: coefficients of P, highest power first: 1.0000 0.0000 -8.0000 0.0000 4.0000
  band 1: -2.82843 to -2.61313 t, width 0.21530 t
  band 2: -1.08239 to 0.00000 t, width 1.08239 t
  band 3: 0.00000 to 1.08239 t, width 1.08239 t
  band 4: 2.61313 to 2.82843 t, width 0.21530 t
  total bandwidth W = 2.59539 t
q = 3: q W = 8.78461 t, L = 2.1032, corrected law 8.71816 t
q = 4: q W = 10.38155 t, L = 2.2863, corrected law 10.32083 t
q = 10: q W = 9.91918 t, L = 2.8697, corrected law 9.90891 t
q = 11: q W = 9.05810 t, L = 2.9303, corrected law 9.05389 t
q = 100: q W = 9.56605 t, L = 4.3355, corrected law 9.56532 t
q = 101: q W = 9.21212 t, L = 4.3419, corrected law 9.21263 t
q = 400: q W = 9.49005 t, L = 5.2181, corrected law 9.48965 t
q = 401: q W = 9.24981 t, L = 5.2197, corrected law 9.25015 t
q = 1000: q W = 9.45850 t, L = 5.8014, corrected law 9.45822 t
q = 1001: q W = 9.26558 t, L = 5.8020, corrected law 9.26583 t
parity-weighted mean for q = 10, 11: 9.34513 t
parity-weighted mean for q = 100, 101: 9.33010 t
parity-weighted mean for q = 400, 401: 9.32989 t
parity-weighted mean for q = 1000, 1001: 9.32989 t
q = 400: share of W in bands centred at |E| < 0.04 t = 0.9857
flux 34/89: q W = 9.32904 t
flux 55/144: q W = 9.33305 t
flux 89/233: q W = 9.32901 t
flux 233/610: q W = 9.33025 t
slope L at q = 101 from the determinant = 4.34164
largest error of Chambers' relation = 4.5e-13 (units of t^q)
largest band-edge error in zone scan = 2.4e-15 t
largest scaled error of P near E = 0, q = 100, 101: 1.9e-04
largest error of saddle probability = 2.2e-16
density of states at E = 0.01 t: 0.373762 per t per site
its logarithmic form: 0.373762 per t per site
```
